# Van der Pauw's theorem and Newton iteration for the sheet resistance: a numerical check

```python
# Van der Pauw's theorem for a uniform, simply connected sheet with four
# point contacts 1,2,3,4 counterclockwise on its edge, zero magnetic field:
#     exp(-pi R_A/R_s) + exp(-pi R_B/R_s) = 1
# R_A = (V4-V3)/I, current I in at 1 and out at 2
# R_B = (V1-V4)/I, current I in at 2 and out at 3
# R_s = sheet resistance (ohm per square), u = 1/R_s.
# Resistances are computed from a Fourier series and from resistor networks,
# and compared with formulas obtained by mapping to the upper half-plane.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

mp.mp.dps = 50


def halfplane_resistances(x):
    """R_A/R_s and R_B/R_s for ordered edge points of the half-plane."""
    x1, x2, x3, x4 = x
    whole = (x4 - x2) * (x3 - x1)
    return (np.log(whole / ((x4 - x1) * (x3 - x2))) / np.pi,
            np.log(whole / ((x2 - x1) * (x4 - x3))) / np.pi)


def network_resistances(cell_conductance, contacts):
    """R_A, R_B of a sheet of square cells; contacts are (column, row) nodes."""
    c = np.asarray(cell_conductance, dtype=float)
    rows, cols = c.shape
    node = np.arange((rows + 1) * (cols + 1)).reshape(rows + 1, cols + 1)
    p = np.pad(c, ((1, 1), (0, 0)))
    horizontal = 0.5 * (p[:-1] + p[1:])
    p = np.pad(c, ((0, 0), (1, 1)))
    vertical = 0.5 * (p[:, :-1] + p[:, 1:])
    a = np.concatenate([node[:, :-1].ravel(), node[:-1].ravel()])
    b = np.concatenate([node[:, 1:].ravel(), node[1:].ravel()])
    g = np.concatenate([horizontal.ravel(), vertical.ravel()])
    size = node.size
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))),
                        shape=(size, size)).tocsr()
    n1, n2, n3, n4 = [int(node[j, i]) for i, j in contacts]
    active = matrix.diagonal() > 0
    assert active[[n1, n2, n3, n4]].all()
    active[n4] = False                      # contact 4 is the zero of potential
    keep = np.flatnonzero(active)
    solver = splu(matrix[keep][:, keep].tocsc())

    def potential(source, sink):
        current = np.zeros(size)
        current[source], current[sink] = 1.0, -1.0
        v = np.zeros(size)
        v[keep] = solver.solve(current[keep])
        return v

    v12, v23 = potential(n1, n2), potential(n2, n3)
    return v12[n4] - v12[n3], v23[n1] - v23[n4]


def newton_iterates(r_a, r_b):
    """Newton iterates for u = 1/R_s, from the equal-resistance estimate."""
    r_a, r_b = mp.mpf(float(r_a)), mp.mpf(float(r_b))
    u = 2 * mp.log(2) / (mp.pi * (r_a + r_b))
    iterates = [u]
    for _ in range(100):
        ea, eb = mp.exp(-mp.pi * r_a * u), mp.exp(-mp.pi * r_b * u)
        step = (ea + eb - 1) / (mp.pi * (r_a * ea + r_b * eb))
        u = u + step
        iterates.append(u)
        if abs(step) < mp.mpf(10) ** (-30) * u:
            return iterates
    raise RuntimeError("Newton iteration did not converge")


def apparent_sheet_resistance(pair):
    return float(1 / newton_iterates(*pair)[-1])


def exponential_sum(pair, r_s):
    return sum(np.exp(-np.pi * r / r_s) for r in pair)


# Half-plane potential: insulating edge and correct contact currents
def halfplane_potential(z):
    return -(np.log(abs(z)) - np.log(abs(z - 1))) / np.pi


angles = (np.arange(2000) + 0.5) * np.pi / 2000


def outward_current(centre, radius):
    h = 1e-5
    ray = np.exp(1j * angles)
    slope = (halfplane_potential(centre + (radius + h) * ray)
             - halfplane_potential(centre + (radius - h) * ray)) / (2 * h)
    return -np.mean(slope) * np.pi * radius


flux_source = outward_current(0.0, 0.3)
flux_sink = outward_current(1.0, 0.3)
flux_far = outward_current(0.5, 5.0)
assert abs(flux_source - 1) < 1e-6 and abs(flux_sink + 1) < 1e-6
assert abs(flux_far) < 1e-6
edge = np.array([-2.0, -0.5, 0.4, 1.7, 3.0])
edge_slope = (halfplane_potential(edge + 1e-5j)
              - halfplane_potential(edge + 0j)) / 1e-5
assert np.max(abs(edge_slope)) < 1e-3      # one-sided difference, error of order h

# Algebraic identity behind the sum of the two exponentials
x1, x2, x3, x4 = sp.symbols("x1:5", real=True)
assert sp.expand((x4 - x1) * (x3 - x2) + (x2 - x1) * (x4 - x3)
                 - (x4 - x2) * (x3 - x1)) == 0

# Disk: separated solution of the Neumann problem against the mapped formula
theta = np.array([0.4, 1.5, 3.0, 5.2])
order = np.arange(1, 1000001)


def disk_potential(at, source, sink):
    return np.sum((np.cos(order * (at - source))
                   - np.cos(order * (at - sink))) / order) / np.pi


t1, t2, t3, t4 = theta
disk_series = (disk_potential(t4, t1, t2) - disk_potential(t3, t1, t2),
               disk_potential(t1, t2, t3) - disk_potential(t4, t2, t3))
boundary = np.exp(1j * theta)
disk_image = 1j * (1 + boundary) / (1 - boundary)
assert np.max(abs(disk_image.imag)) < 1e-12
assert np.all(np.diff(disk_image.real) > 0)
disk_map = halfplane_resistances(disk_image.real)
assert np.allclose(disk_series, disk_map, rtol=0, atol=2e-5)  # series tail

# Rectangle 2 by 1, three contacts at corners: network against elliptic map
quarter = mp.ellipk(mp.mpf(1) / 2)         # equal quarter periods give 2 by 1
rectangle_points = [(0, 1), (0.5, 0), (2, 0), (2, 1)]
images = [mp.ellipfun("sn", mp.mpc((x - 1) * quarter, y * quarter),
                      m=mp.mpf(1) / 2) for x, y in rectangle_points]
assert max(abs(mp.im(w)) for w in images) < 1e-20
rectangle_image = np.array([float(mp.re(w)) for w in images])
assert np.all(np.diff(rectangle_image) > 0)
rectangle_map = halfplane_resistances(rectangle_image)
rectangle_net = network_resistances(
    np.ones((120, 240)), [(int(120 * x), int(120 * y)) for x, y in rectangle_points])
assert np.allclose(rectangle_net, rectangle_map, rtol=0, atol=2e-3)  # grid error

# L-shaped sheet with known sheet resistance; no conformal map is used
R_TRUE = 100.0


def place(points, n):
    return [(int(round(n * x)), int(round(n * y))) for x, y in points]


def l_shape(n):
    cells = np.full((n, n), 1 / R_TRUE)
    cells[n // 2:, n // 2:] = 0
    return network_resistances(
        cells, place([(0.5, 0), (1, 0.25), (0.5, 0.75), (0, 0.5)], n))


N = 160
l_coarse, l_fine = l_shape(16), l_shape(N)
sum_coarse = exponential_sum(l_coarse, R_TRUE)
sum_fine = exponential_sum(l_fine, R_TRUE)
l_recovered = apparent_sheet_resistance(l_fine)
assert abs(sum_fine - 1) < 1e-3
assert abs(sum_fine - 1) < abs(sum_coarse - 1)
assert abs(l_recovered / R_TRUE - 1) < 5e-3

# Square sheet: control, hole, interior contact, nonuniform conductance
corners = place([(0, 0), (1, 0), (1, 1), (0, 1)], N)
in_line = place([(0.25, 0), (0.375, 0), (0.5, 0), (0.625, 0)], N)
uniform = np.full((N, N), 1 / R_TRUE)
square = network_resistances(uniform, corners)
square_sum = exponential_sum(square, R_TRUE)
assert abs(square_sum - 1) < 1e-3

holed = uniform.copy()
holed[N // 4:3 * N // 4, N // 4:3 * N // 4] = 0
hole = network_resistances(holed, corners)
hole_sum = exponential_sum(hole, R_TRUE)
assert abs(hole_sum - 1) > 0.1

interior = network_resistances(uniform, [(N // 4, N // 4)] + corners[1:])
interior_sum = exponential_sum(interior, R_TRUE)
assert abs(interior_sum - 1) > 0.01

layered = uniform.copy()
layered[N // 2:] *= 3
uniform_corner = apparent_sheet_resistance(square)
uniform_line = apparent_sheet_resistance(network_resistances(uniform, in_line))
layered_corner = apparent_sheet_resistance(network_resistances(layered, corners))
layered_line = apparent_sheet_resistance(network_resistances(layered, in_line))
assert abs(uniform_corner / uniform_line - 1) < 5e-3
assert abs(layered_corner / layered_line - 1) > 0.05

# Newton iteration: root, monotonicity and upper bound for many ratios
newton_table = []
for ratio in (1, 2, 10, 100, 10000):
    us = newton_iterates(ratio, 1)
    root = us[-1]

    def g(u):
        return np.exp(-np.pi * ratio * u) + np.expm1(-np.pi * u)

    bracketed = brentq(g, 0, 1.01 * np.log(2) / np.pi, xtol=1e-15)
    assert abs(float(root) / bracketed - 1) < 1e-9
    assert all(b >= a * (1 - mp.mpf(10) ** (-45)) for a, b in zip(us, us[1:]))
    steps = sum(abs(u / root - 1) > 1e-9 for u in us)
    newton_table.append((ratio, steps, float(us[0] / root)))

# Worked example with chosen readings
R_A, R_B, thickness = 120.0, 30.0, 200e-9
iterates = newton_iterates(R_A, R_B)
root = iterates[-1]
R_s = float(1 / root)
quartic = np.roots([1, 0, 0, 1, -1])
q = [z.real for z in quartic if abs(z.imag) < 1e-10 and 0 < z.real < 1][0]
R_quartic = -np.pi * R_B / np.log(q)
assert abs(R_s / R_quartic - 1) < 1e-11
term_a, term_b = np.exp(-np.pi * R_A / R_s), np.exp(-np.pi * R_B / R_s)

# Quadratic convergence constant, measured from the iterates
first = -np.pi * (R_A * term_a + R_B * term_b)
second = np.pi ** 2 * (R_A ** 2 * term_a + R_B ** 2 * term_b)
predicted_constant = second / (2 * first)
k = next(i for i, u in enumerate(iterates) if abs(u / root - 1) < 1e-4)
measured_constant = float((iterates[k + 1] - root) / (iterates[k] - root) ** 2)
assert abs(measured_constant / predicted_constant - 1) < 1e-3

print("HALF-PLANE, unit current in and out")
print(f"current leaving source, sink: {flux_source:.6f}, {flux_sink:.6f} I")
print("DISK, contact angles (rad):", *theta)
print("half-plane images:", *[f"{x:.5f}" for x in disk_image.real])
print(f"series R_A/R_s, R_B/R_s: {disk_series[0]:.5f}, {disk_series[1]:.5f}")
print(f"map    R_A/R_s, R_B/R_s: {disk_map[0]:.5f}, {disk_map[1]:.5f}")
print("RECTANGLE 2 by 1, contacts:", *rectangle_points)
print("half-plane images:", *[f"{x:.5f}" for x in rectangle_image])
print(f"network R_A/R_s, R_B/R_s: {rectangle_net[0]:.5f}, {rectangle_net[1]:.5f}")
print(f"map     R_A/R_s, R_B/R_s: {rectangle_map[0]:.5f}, {rectangle_map[1]:.5f}")
print(f"L-SHAPE, input R_s = {R_TRUE:.1f} ohm, {N} cells per side")
print(f"R_A, R_B: {l_fine[0]:.4f}, {l_fine[1]:.4f} ohm")
print(f"sum of exponentials, 16 cells per side: {sum_coarse:.6f}")
print(f"sum of exponentials, {N} cells per side: {sum_fine:.6f}")
print(f"recovered R_s: {l_recovered:.3f} ohm")
print(f"SQUARE, input R_s = {R_TRUE:.1f} ohm, corner contacts")
print(f"sum, uniform sheet: {square_sum:.5f}")
print(f"sum, central square hole of half the side: {hole_sum:.5f}")
print(f"apparent R_s with hole: {apparent_sheet_resistance(hole):.2f} ohm")
print(f"sum, contact 1 moved to (1/4,1/4) of side: {interior_sum:.5f}")
print(f"uniform, apparent R_s, corners: {uniform_corner:.2f} ohm")
print(f"uniform, apparent R_s, in line: {uniform_line:.2f} ohm")
print("upper half three times as conductive:")
print(f"apparent R_s, corners: {layered_corner:.2f} ohm")
print(f"apparent R_s, four in line on lower edge: {layered_line:.2f} ohm")
print(f"WORKED EXAMPLE: R_A = {R_A:.1f} ohm, R_B = {R_B:.1f} ohm")
for i, u in enumerate(iterates[:6]):
    print(f"iterate {i}: R_s = {float(1/u):.9f} ohm,"
          f" excess = {float(1/u - 1/root):.3e} ohm")
print(f"final R_s: {R_s:.6f} ohm; from quartic: {R_quartic:.6f} ohm")
print(f"quartic root q: {q:.8f}")
print(f"exponentials A, B: {term_a:.6f}, {term_b:.6f}")
print(f"ratio final R_s / starting R_s: {float(iterates[0]/root):.6f}")
print(f"error constant, predicted: {predicted_constant:.4f} ohm")
print(f"error constant, measured: {measured_constant:.4f} ohm")
print(f"thickness: {thickness*1e9:.0f} nm")
print(f"resistivity: {R_s*thickness:.4e} ohm m")
print("NEWTON STEPS to relative error 1e-9 in 1/R_s")
for ratio, steps, factor in newton_table:
    print(f"R_A/R_B = {ratio}: {steps} steps, final/start R_s = {factor:.5f}")
print("every check passed")
```

Output:

```
HALF-PLANE, unit current in and out
current leaving source, sink: 1.000000, -1.000000 I
DISK, contact angles (rad): 0.4 1.5 3.0 5.2
half-plane images: -4.93315 -1.07343 -0.07091 1.66224
series R_A/R_s, R_B/R_s: 0.22250, 0.21878
map    R_A/R_s, R_B/R_s: 0.22250, 0.21878
RECTANGLE 2 by 1, contacts: (0, 1) (0.5, 0) (2, 0) (2, 1)
half-plane images: -1.41421 -0.76537 1.00000 1.41421
network R_A/R_s, R_B/R_s: 0.01669, 0.94680
map     R_A/R_s, R_B/R_s: 0.01669, 0.94679
L-SHAPE, input R_s = 100.0 ohm, 160 cells per side
R_A, R_B: 3.9384, 68.4614 ohm
sum of exponentials, 16 cells per side: 1.001182
sum of exponentials, 160 cells per side: 1.000013
recovered R_s: 99.996 ohm
SQUARE, input R_s = 100.0 ohm, corner contacts
sum, uniform sheet: 0.99995
sum, central square hole of half the side: 0.26846
apparent R_s with hole: 289.72 ohm
sum, contact 1 moved to (1/4,1/4) of side: 1.02320
uniform, apparent R_s, corners: 100.01 ohm
uniform, apparent R_s, in line: 100.03 ohm
upper half three times as conductive:
apparent R_s, corners: 57.92 ohm
apparent R_s, four in line on lower edge: 99.93 ohm
WORKED EXAMPLE: R_A = 120.0 ohm, R_B = 30.0 ohm
iterate 0: R_s = 339.927010637 ohm, excess = 4.749e+01 ohm
iterate 1: R_s = 294.991905775 ohm, excess = 2.555e+00 ohm
iterate 2: R_s = 292.446408575 ohm, excess = 9.926e-03 ohm
iterate 3: R_s = 292.436483116 ohm, excess = 1.525e-07 ohm
iterate 4: R_s = 292.436482963 ohm, excess = 3.603e-17 ohm
iterate 5: R_s = 292.436482963 ohm, excess = 2.010e-36 ohm
final R_s: 292.436483 ohm; from quartic: 292.436483 ohm
quartic root q: 0.72449196
exponentials A, B: 0.275508, 0.724492
ratio final R_s / starting R_s: 0.860292
error constant, predicted: -132.4204 ohm
error constant, measured: -132.4198 ohm
thickness: 200 nm
resistivity: 5.8487e-05 ohm m
NEWTON STEPS to relative error 1e-9 in 1/R_s
R_A/R_B = 1: 0 steps, final/start R_s = 1.00000
R_A/R_B = 2: 3 steps, final/start R_s = 0.96028
R_A/R_B = 10: 4 steps, final/start R_s = 0.69926
R_A/R_B = 100: 6 steps, final/start R_s = 0.40385
R_A/R_B = 10000: 10 steps, final/start R_s = 0.19167
every check passed
```
